# Counting-field calculation of shot noise through a spin-degenerate trap

## A current quieter than independent tunnelling

A phosphorus donor in a thin silicon barrier passes 106.81 pA when each spin enters it at 1 per ns and leaves it at 1 per ns. Independent tunnelling events would give this current a noise $2eI=3.42\times10^{-29}\ \mathrm{A^2/Hz}$. The calculated noise is $1.901\times10^{-29}\ \mathrm{A^2/Hz}$, smaller by the factor 0.5556. If the repulsion between two electrons on the donor is switched off at the same rates, the factor becomes 0.5000. At these rates the repulsion lowers the current and yet raises the relative noise. Both numbers follow from a small rate matrix.

## Model and conventions

The trap is empty (0) or holds one electron, ↑ or ↓. Each spin enters the empty trap from the source at rate $a$, and an electron of either spin leaves to the drain at rate $b$. A second electron cannot enter. The model requires:

- sequential tunnelling, ensured here by $\hbar a$ and $\hbar b$ far below both $kT$ and the distance from the trap level to either Fermi level;
- a trap level many $kT$ inside the bias window, so that no electron moves backwards;
- a second addition level many $kT$ above the source Fermi level.

The probabilities $p=(p_0,p_\uparrow,p_\downarrow)^T$ obey $\dot p=Lp$, with

$$L=\begin{pmatrix}-2a&b&b\\a&-b&0\\a&0&-b\end{pmatrix}.$$

The empty state is left at rate $2a$ because two spins compete for it. Each column sums to zero, so $uL=0$ with $u=(1,1,1)$: probability is conserved.

Let $n$ be the number of electrons delivered to the drain in time $t$. At long times its mean grows as $c_1t$ and its variance as $c_2t$. With $e>0$ and a one-sided noise spectrum $S$, the charge variance is $St/2$, so

$$I=ec_1,\qquad S=2e^2c_2,\qquad F=\frac{S}{2eI}=\frac{c_2}{c_1}.$$

A Poisson process has $c_2=c_1$ and $F=1$.

## The counting field

Split $L$ into $J$, which holds the two exit elements $b$ in the first row, and the remainder $L-J$. Let $p_n$ be the state vector restricted to $n$ delivered electrons. An exit raises $n$ by one, hence

$$\dot p_n=(L-J)p_n+Jp_{n-1}.$$

Multiply by $e^{sn}$, with $s=i\chi$, and sum over $n$. The vector $g=\sum_n e^{sn}p_n$ obeys

$$\dot g=M(s)g,\qquad M(s)=L+(e^s-1)J .$$

Since $u\cdot g=\langle e^{sn}\rangle$, the logarithm of this average grows as $\lambda(s)t$, where $\lambda$ is the eigenvalue of $M$ that starts from $\lambda(0)=0$. Derivatives of the logarithm are cumulants, so $c_1=\lambda'(0)$ and $c_2=\lambda''(0)$.

Write $z=e^s$ and expand the determinant along its first row:

$$\begin{vmatrix}\lambda+2a&-bz&-bz\\-a&\lambda+b&0\\-a&0&\lambda+b\end{vmatrix}
=(\lambda+2a)(\lambda+b)^2-2abz(\lambda+b).$$

Each off-diagonal entry contributes $-abz(\lambda+b)$. The common factor $\lambda+b$ belongs to the difference $p_\uparrow-p_\downarrow$, which decays at rate $b$ and carries no count. The other factor vanishes when $(\lambda+2a)(\lambda+b)=2abz$. With $\gamma=2a+b$ this is

$$\lambda^2+\gamma\lambda=2ab(e^s-1).$$

Differentiating once gives $(2\lambda+\gamma)\lambda'=2abe^s$. At $s=0$, where $\lambda=0$,

$$c_1=\frac{2ab}{2a+b}.$$

Differentiating again gives $2\lambda'^2+(2\lambda+\gamma)\lambda''=2abe^s$. At $s=0$ this reads $\gamma c_2=2ab-2c_1^2$. Since $2ab/\gamma=c_1$, we have $c_2=c_1-2c_1^2/\gamma$, and

$$F=1-\frac{2c_1}{\gamma}=1-\frac{4ab}{(2a+b)^2}=\frac{4a^2+b^2}{(2a+b)^2}.$$

For $a=b$ this is $F=5/9$.

With $r=2a/b$, the result can be written

$$F=\frac{1+r^2}{(1+r)^2}=\frac12+\frac{(1-r)^2}{2(1+r)^2}.$$

The minimum, 1/2, occurs when the *total* entry rate equals the exit rate, $b=2a$. When either stage is much slower than the other, $F\to1$: the slow stage alone sets the timing. "Equal rates" thus gives 5/9 only if it means equal single-spin rates.

Without repulsion, each spin has its own site with entry rate $a$ and exit rate $b$. Replacing $2a$ by $a$ above gives $F=(a^2+b^2)/(a+b)^2$ per spin. Independent spins add their $c_1$ and their $c_2$, so the ratio is unchanged and equals 1/2 at $a=b$. The current is then $2e\,ab/(a+b)$, or $e$ times 1 per ns in the example, against 2/3 per ns with repulsion. Repulsion does not always raise $F$: at $b=2a$ the factor is 1/2 with it and 5/9 without it.

## An algorithm without eigenvalues

A larger model has no convenient quadratic, but two linear solves suffice. Normalise the eigenvector by $u\cdot p(s)=1$ and write $p(s)=p+sp_1+\dots$, so that $u\cdot p_1=0$. Multiplying $M(s)p(s)=\lambda p(s)$ by $u$ and using $uL=0$ gives

$$\lambda(s)=(e^s-1)\,uJp(s).$$

Expansion to second order in $s$ yields

$$c_1=uJp,\qquad c_2=uJp+2uJp_1 .$$

The first-order part of the eigenvalue equation fixes $p_1$:

$$Lp_1=c_1p-Jp .$$

$L$ is singular, but the right side sums to $c_1-uJp=0$, so a solution exists. To find it, solve $(L+p\,u)x=c_1p-Jp$, where $p\,u$ is the outer product. Multiplication by $u$ gives $u\cdot x=0$; the added term then vanishes and $x=p_1$. The new matrix is regular if the stationary state is unique: $(L+p\,u)x=0$ implies $u\cdot x=0$, then $Lx=0$, then $x=\alpha p$, and finally $\alpha=u\cdot x=0$.

If electrons also return from the drain, with rates in a matrix $J_-$, the added term is $(e^{-s}-1)J_-$. Then $M'=J-J_-$ and $M''=J+J_-$ at $s=0$. The rules become $c_1=uM'p$, $Lp_1=c_1p-M'p$ and $c_2=uM''p+2uM'p_1$.

**Equal rates by hand.** In units of 1 per ns, $a=b=1$.

1. $Lp=0$ gives $p=(1,1,1)/3$.
2. $Jp=(2/3,0,0)$, so $c_1=2/3$.
3. $c_1p-Jp=(-4/9,\,2/9,\,2/9)$.
4. Let $x_0$ be the first entry of $p_1$. The other two sum to $-x_0$, so the first row of $Lp_1$ reads $-2x_0-x_0=-4/9$, and $x_0=4/27$. By symmetry $p_1=(4,-2,-2)/27$, or $(0.14815,-0.07407,-0.07407)$.
5. $c_2=2/3+2(-4/27)=10/27=0.37037$.

The ratio is $(10/27)/(2/3)=5/9$. The negative entries of $p_1$ say that a history with more exits than average is more likely to have just emptied the trap, which delays the next exit.

## Why the noise is reduced

Immediately after an exit the trap is empty. Its occupation $P$ then follows $\dot P=2a(1-P)-bP$, so the exit rate recovers as

$$bP(\tau)=c_1\left(1-e^{-\gamma\tau}\right).$$

The correlation of two exits a time $\tau$ apart, less its uncorrelated value, is $-c_1^2e^{-\gamma\tau}$. Adding its cosine transform to the Poisson value gives the particle noise at the drain junction:

$$F(\omega)=1-2c_1\int_0^\infty e^{-\gamma\tau}\cos\omega\tau\,d\tau
=1-\frac{4ab}{(2a+b)^2+\omega^2}.$$

At $\omega=0$ this returns the earlier result. The reduction is halved at $\omega=\gamma$, which is 477 MHz in the example. At 1 MHz, this $F$ is higher by $1.9\times10^{-6}$. The current measured in the leads also contains displacement current. If each junction crossing contributes half a charge, as for a donor midway between wide planes, the measured $F$ at these rates instead falls with frequency, from 5/9 towards 1/2; at 1 MHz it is lower by $2.4\times10^{-7}$.

Because every exit resets the trap, the waiting times $\tau$ between exits are independent. Let $\phi(\lambda)=\langle e^{-\lambda\tau}\rangle$. The Laplace transform of the probability of $n$ exits is $\phi^n(1-\phi)/\lambda$, and summing it with weight $e^{sn}$ produces a pole at $e^s\phi(\lambda)=1$. For mean $m$ and variance $v$ of $\tau$, this condition reads $s=m\lambda-v\lambda^2/2+\dots$. Inversion gives $\lambda=s/m+vs^2/(2m^3)+\dots$, so $F=v/m^2$. Here $m=1/(2a)+1/b$ and $v=1/(4a^2)+1/b^2$, which reproduces the formula for $F$.

**Unequal exits.** Suppose $a=b=1$ but a magnetic drain makes the exit rates $1\pm p$, where $p$ is now the polarisation. Either spin enters with probability 1/2. The exit time has mean $1/(1-p^2)$ and mean square $2(1+p^2)/(1-p^2)^2$, hence variance $(1+2p^2)/(1-p^2)^2$. Adding the entry mean 1/2 and variance 1/4, then multiplying numerator and denominator of $v/m^2$ by $4(1-p^2)^2$, gives

$$F=\frac{(1-p^2)^2+4(1+2p^2)}{(3-p^2)^2}.$$

At $p=0.5$, $F=0.8678$. The numerator exceeds the denominator when $12p^2>4$, so the noise is above Poisson for $p^2>1/3$: a slow spin blocks the trap between bursts of fast ones. Spin flips at 3 per ns bring the value at $p=0.5$ down to 0.5657. That rate is chosen to show the effect: at low temperature, and in a magnetic field well above the few mT set by the coupling to its nucleus, an isolated phosphorus donor flips far more slowly, which leaves $F$ near 0.868. For equal exit rates flips have no effect, since they cancel from the equation for the total occupation.

## Numerical errors

**Eigenvalue differences.** For real $\chi$, $\mathrm{Re}\,\lambda=-c_2\chi^2/2+c_4\chi^4/24-\dots$, where $c_4$ is the fourth cumulant rate. The estimate $-2\,\mathrm{Re}\,\lambda/\chi^2$ therefore has truncation error $-c_4\chi^2/12$. An eigenvalue rounding error $\delta$ is amplified to $2\delta/\chi^2$, so shrinking $\chi$ eventually spoils the result. The linear solves need no such compromise. With $\chi=10^{-3}$, the two methods agreed within $10^{-5}$ per ns for $(a,b)=(1,1)$, $(1,0.4)$ and $(0.3,1.2)$ per ns.

**Count-resolved evolution.** The equations for $p_n$ can be integrated directly, keeping $n=0$ to 79. Starting from an empty trap excites no spin difference, so the transients decay at rate $\gamma$. The increase of the variance between 20 and 40 ns, divided by that of the mean, matched $F$ within $10^{-6}$ for the same three pairs.

**Simulation.** Three million exits, with two random spin clocks competing for each entry, gave $F=0.5599$ from counts in 100 ns windows. The mean wait is 1.5 ns, so there are about 45,000 windows. For nearly Gaussian counts the relative sampling error of the variance is $\sqrt{2/45000}=0.0067$, or 0.004 in $F$. Integrating the exit correlation over a finite window also leaves an excess variance $2c_1^2/\gamma^2=0.099$. Divided by the mean count of 67, this raises $F$ by 0.0015. The observed excess of 0.0043 is consistent with the two together.

## Model errors in the donor example

The bias is 10 mV and the temperature 4.2 K. The donor level is midway between the two Fermi levels, 5 meV from each, while $kT=0.362$ meV and $\hbar a=0.658\ \mathrm{\mu eV}$. The material inputs are rough: binding energy 45 meV, bulk charging energy 40 meV, valley excitation energy 12 meV and relative permittivity 12.

**Temperature.** For a transition that adds energy $E$, a contact with Fermi function $f(E)$ fills the trap at its bare rate times $f$ and empties it at that rate times $1-f$. The extended model includes double occupancy and ten excited one-electron states, all with the same bare rates and no relaxation between them. At zero bias its noise must equal $4kTG$, with $G$ the conductance. This was tested at 20 K for $a=1$ and $b=0.4$ per ns, levels raised by 1.3 meV and a charging energy of 6 meV; it held to a relative $10^{-5}$.

At 4.2 K the extended model shifts $F$ by $8.9\times10^{-7}$, comparable with $e^{-5/0.362}=1.0\times10^{-6}$. At 10 K, $F=0.5585$; at 20 K it is 0.6225, or 0.6079 without the excited states. With equal bare rates, thermal smearing of the ground level thus accounts for most of the rise. That assumption matters at 20 K. In the flat-barrier estimate below, states 12 meV shallower tunnel about five times faster; with such rates and no relaxation $F$ is about 0.75, and the excited states then dominate the rise.

**Charging energy.** The metallic planes, a distance $\ell$ apart, screen a charge at the midpoint through images of alternating sign. They lower the charging energy by

$$\frac{e^2}{4\pi\varepsilon}\,\frac{2}{\ell}\left(1-\tfrac12+\tfrac13-\dots\right)=\frac{e^2}{4\pi\varepsilon}\,\frac{2\ln2}{\ell}.$$

With $\ell=23.5$ nm, twice the donor-contact distance estimated below, this is 7.1 meV, leaving 32.9 meV. The second level is then 27.9 meV above the source Fermi level, so double occupancy stays negligible at 4.2 K.

**Position.** A rough tunnelling estimate is $a\approx(E_B/\hbar)e^{-2\kappa d}$, with $E_B$ the binding energy and $d$ the distance to the contact. The light mass, 0.19 electron masses, gives $\kappa=0.474$ per nm, so with this flat barrier 1 per ns requires $d\approx11.8$ nm. The estimate omits the donor's own Coulomb attraction, which lowers the barrier. Including it in the tunnelling exponent raises the rate at 11.8 nm about a hundredfold and moves the distance for 1 per ns to about 17 nm; the two displaced values of $F$ below then become about 0.85 and 0.62. The numbers that follow keep the flat barrier. Moving the donor 1 nm towards the source multiplies $a$ by $e^{2\kappa\cdot1\,\mathrm{nm}}=2.58$ and divides $b$ by the same factor. Then $a/b=6.7$ and $F=0.870$. A 1 nm move towards the drain gives 0.645. The heavy mass, 0.92, would change the rate at fixed distance by a factor $1.6\times10^{-6}$. The light mass is the relevant one for tunnelling along a cube axis: the donor ground state combines six valleys, four of which have the light mass in that direction, and their slower decay dominates.

**Other currents and broadening.** Direct tunnelling through a contact 50 nm on a side is estimated at $2.2\times10^{-5}$ of the trap current for a single valley and a flat barrier. At the same contact spacing, counting the four light-mass valleys and lowering the barrier by image charges raises the estimate to about $6\times10^{-3}$. Both values place every electron at the source Fermi level, which overstates the current; averaging over the bias window lowers the second to about $2\times10^{-3}$. At the wider contact spacing implied by the donor's Coulomb attraction, the direct current would be smaller by orders of magnitude. If this current is Poissonian and independent, it raises $F$ by $(1-F)$ times its fraction: at most about $10^{-5}$ in the first case and $3\times10^{-3}$ in the second. A Lorentzian level without interactions would have $8.4\times10^{-5}$ of its weight outside the bias window, which indicates the size of the coherent corrections left out.

**Comparison with real contacts.** The flat barrier, 45 meV above the donor level, is far from typical: silicide barriers on silicon are commonly a few tenths of an eV. A drop of 0.4 eV over 12 nm is a field of about 0.3 MV/cm, against 0.0043 MV/cm from the bias here. If uniform, a field of that size is several times the roughly 0.04 MV/cm at which the classical barrier holding the donor electron disappears. If the band instead bends down from both contacts to a central donor, the field reverses there and squeezes the electron, which raises its level relative to the local band edge while leaving it below that edge: a single-valley effective-mass estimate gives a rise of roughly 20 to 30 meV of the 45 meV for a V-shaped profile at this field, and only a few meV for a parabolic one. In either case the level and rates estimated here would not carry over to such a device. The assumption $a=b$ is also fragile: in the estimate above, a 1 nm displacement moves $F$ from 0.556 to 0.645 or 0.870. Flicker noise and neighbouring traps are not modelled. A measured value near 5/9 would therefore identify a singly occupied, spin-degenerate trap only if the two rates were known independently. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS AT EQUAL SINGLE-SPIN RATES
Fano factor, symbolic: 5/9
Fano factor, recursion: 0.555556
Fano factor, count-resolved evolution: 0.555556
Fano factor, simulated counts: 0.5599
Fano factor, simulated waiting times: 0.5565
OTHER CASES
Fano factor, a=1, b=0.4 (1/ns): 0.7222
Fano factor, b=2a: 0.5000
Fano factor, no repulsion, a=b, 4.2 K: 0.5000
Fano factor, drain polarisation 0.5: 0.8678
Same with spin-flip rate 3 per ns: 0.5657
EXAMPLE INPUTS (material values rough)
Single-spin entry and exit rate: 1.0 1/ns
Bias: 10 mV; temperature: 4.2 K
Donor binding energy: 45 meV
Bulk charging energy: 40 meV
Valley excitation energy: 12 meV
Light, heavy mass: 0.19, 0.92 electron masses
Relative permittivity: 12; contact side: 50 nm
EXAMPLE RESULTS
Stationary probabilities (0, up, down): [0.33333 0.33333 0.33333]
Response vector (0, up, down): [ 0.14815 -0.07407 -0.07407]
c1: 0.66667 1/ns; c2: 0.37037 1/ns
Current: 106.81 pA
Noise S: 1.901e-29 A^2/Hz
Noise amplitude: 4.36 fA/sqrt(Hz)
NEGLECTED EFFECTS
Thermal energy kT: 0.362 meV
hbar times single-spin rate: 0.658 ueV
Lorentzian weight outside bias window: 8.4e-05
Decay constant, light mass: 0.474 1/nm
Donor-contact distance for this rate: 11.8 nm
Bias field: 0.0043 MV/cm
Rate ratio, heavy/light mass, same distance: 1.6e-06
Fano factor, donor 1 nm nearer source: 0.870
Fano factor, donor 1 nm nearer drain: 0.645
Image reduction of charging energy: 7.1 meV
Charging energy left: 32.9 meV
Full-model F minus 5/9 at 4.2 K: 8.9e-07
Full-model Fano factor at 10 K: 0.5585
Full-model Fano factor at 20 K: 0.6225
Same at 20 K without excited states: 0.6079
Direct tunnelling / trap current: 2.2e-05
Thermionic (20 K) / trap current (4.2 K): 9.4e-07
Fano shift at 1 MHz: 1.9e-06
Corner frequency of the noise: 477 MHz
```
